Suppose that a calculation already has a reliable $C_6$ coefficient for a pair of atoms, and the next term of the dispersion energy, $-C_8/R^8$, is wanted as well. One must decide whether to compute the quadrupole response of both atoms, or to build $C_8$ from $C_6$ and two ground-state averages, $\langle r^2\rangle$ and $\langle r^4\rangle$. The second way costs almost nothing. It rests on the Starkschall–Gordon estimate

$$
C_8\approx\frac32\,C_6\left(\frac{\langle r^4\rangle_A}{\langle r^2\rangle_A}+\frac{\langle r^4\rangle_B}{\langle r^2\rangle_B}\right), \tag{1}
$$

and the decision hangs on how large its error is and where the error comes from.

Hartree atomic units are used throughout. Take two neutral one-electron atoms in s ground states, with fixed nuclei a distance $R$ apart. The charge clouds do not overlap, so the electrons can be assigned to their atoms, and relativity and retardation are neglected. Let $\mathbf a$ and $\mathbf b$ be the electron positions, each measured from its own nucleus, and let the $z$ axis point from A to B. The interaction between the atoms is

$$
V=\frac1R+\frac1{|R\hat z+\mathbf b-\mathbf a|}-\frac1{|R\hat z+\mathbf b|}-\frac1{|R\hat z-\mathbf a|}.
$$

The last three terms are the electron–electron repulsion and the attraction of each electron to the other nucleus. The attractions and $1/R$ cancel every part of the repulsion that depends on $\mathbf a$ alone, on $\mathbf b$ alone, or on neither. What remains is the part of the repulsion that contains both positions.

Put $\mathbf d=\mathbf b-\mathbf a$ and $x=2d_z/R+d^2/R^2$. The repulsion is $(1+x)^{-1/2}/R$, with $(1+x)^{-1/2}=1-\frac12x+\frac38x^2-\frac5{16}x^3+\dots$ Collecting powers of $1/R$ gives

$$
\frac{3d_z^2-d^2}{2R^3}+\frac{3d_zd^2-5d_z^3}{2R^4}
$$

for the third and fourth orders. In the first of these, the mixed part of $d_z^2$ is $-2a_zb_z$ and that of $d^2$ is $-2\,\mathbf a\cdot\mathbf b$. The dipole–dipole term is therefore

$$
V_{11}=\frac{a_xb_x+a_yb_y-2a_zb_z}{R^3}.
$$

In the second, select what is linear in $\mathbf a$ and quadratic in $\mathbf b$. From $d_zd^2$ comes $-2b_z\,\mathbf a\cdot\mathbf b-a_zb^2$, and from $d_z^3$ comes $-3a_zb_z^2$. Hence

$$
\begin{aligned}
R^4V_{12}&=\tfrac12\left(15a_zb_z^2-3a_zb^2-6b_z\,\mathbf a\cdot\mathbf b\right)\\
&=3\left[a_z\frac{3b_z^2-b^2}{2}-a_xb_xb_z-a_yb_yb_z\right].
\end{aligned}
$$

The second line follows because $-6b_z\,\mathbf a\cdot\mathbf b$ contains $-6a_zb_z^2$, which leaves $9a_zb_z^2$ in the bracket of the first line. Exchanging $\mathbf a$ and $\mathbf b$ reverses $\mathbf d$, so $V_{21}$ is $V_{12}$ with the positions exchanged and the sign reversed. The sign will not matter, since $V_{21}$ enters squared.

To square these terms properly, the quadrupole components must share one normalization. Choose

$$
q_0=\frac{3b_z^2-b^2}{2},\qquad q_{xz}=\sqrt3\,b_xb_z,\qquad q_{yz}=\sqrt3\,b_yb_z .
$$

The average of the square of each over all directions of $\mathbf b$ is $b^4/5$, just as that of each dipole component is $b^2/3$. In these components

$$
R^4V_{12}=3a_zq_0-\sqrt3\,a_xq_{xz}-\sqrt3\,a_yq_{yz}.
$$

The squared coefficients add up to $9+3+3=15$. Those of $R^3V_{11}$ add up to $1+1+4=6$.

The first-order energy vanishes, because a spherical atom has no average dipole or quadrupole. The second-order energy is

$$
E^{(2)}=-\sum_{n,m}\frac{|\langle nm|V|00\rangle|^2}{E_n+E_m},
$$

where $E_n$ and $E_m$ are excitation energies of A and B, and the sum includes the continuum. Acting on an s state, a dipole component produces a p state of the same orientation, and a quadrupole component produces a d state. Different components thus lead to different, orthogonal states, and no cross terms between them survive. This also removes $V_{11}V_{12}$ at order $R^{-7}$, and $V_{12}V_{21}$, $V_{11}V_{13}$, $V_{11}V_{31}$ and $V_{11}V_{22}$ at order $R^{-8}$: in each product at least one atom would have to be in states of two different angular momenta at once. Third-order perturbation theory begins no earlier than $R^{-9}$.

By rotational symmetry all components of one multipole have the same strengths. Write them as

$$
s_{l,n}=|\langle n|r^lC_{l0}|0\rangle|^2,
$$

where $C_{l0}$ is the Legendre polynomial $P_l(\cos\theta)$, so that $r C_{10}=z$ and $r^2C_{20}$ is the component $q_0$. With the pair sums

$$
D_{ll'}=\sum_{n,m}\frac{s^A_{l,n}\,s^B_{l',m}}{E^A_{l,n}+E^B_{l',m}}
$$

the two coefficients are

$$
C_6=6D_{11},\qquad C_8=15\,(D_{12}+D_{21}). \tag{2}
$$

Up to this point nothing has been estimated within the stated model. For atoms that are not spherical the cross terms can survive, and the coefficients then depend on orientation.

The total strength of a multipole needs no excited states. With $F=r^lC_{l0}$, completeness of the states gives

$$
S_l=\sum_ns_{l,n}=\langle0|F^2|0\rangle=\frac{\langle r^{2l}\rangle}{2l+1}. \tag{3}
$$

The ground state may be included in the sum because $\langle0|F|0\rangle=0$. The factor $1/(2l+1)$ is the directional average of $P_l^2$.

The energies in the denominators are what closure cannot supply. Define a mean pair energy $\Omega_{ll'}$ for each sum by $D_{ll'}=S^A_lS^B_{l'}/\Omega_{ll'}$. It is the harmonic mean of $E^A+E^B$, weighted with the strengths. Dividing the two relations in (2) gives

$$
\frac{C_8}{C_6}=\frac{15}{6}\left[\frac{S_2^A}{S_1^A}\frac{\Omega_{11}}{\Omega_{21}}+\frac{S_2^B}{S_1^B}\frac{\Omega_{11}}{\Omega_{12}}\right].
$$

From (3), $S_2/S_1=\frac35\langle r^4\rangle/\langle r^2\rangle$, and $\frac{15}{6}\cdot\frac35=\frac32$. Therefore

$$
C_8=\frac32C_6\left[\frac{\langle r^4\rangle_A}{\langle r^2\rangle_A}\frac{\Omega_{11}}{\Omega_{21}}+\frac{\langle r^4\rangle_B}{\langle r^2\rangle_B}\frac{\Omega_{11}}{\Omega_{12}}\right]. \tag{4}
$$

This is an identity. The estimate (1) results when the three mean energies are set equal. Their common value need not be known, because it cancels, and an accurate $C_6$ can be inserted. The excitation energies of the atoms thus enter through $C_6$, while the ratio of moments measures how far the charge extends: a diffuse atom has a large quadrupole strength for its dipole strength.

For hydrogen, $\psi_0=e^{-r}/\sqrt\pi$, and the moments are

$$
\langle r^k\rangle=4\int_0^\infty r^{k+2}e^{-2r}\,dr=\frac{(k+2)!}{2^{k+1}}.
$$

So $\langle r^2\rangle=24/8=3$ and $\langle r^4\rangle=720/32=22.5$, and their ratio is $7.5$ bohr². The strengths are $S_1=3/3=1$ and $S_2=22.5/5=4.5$. With $C_6=6.499$ hartree bohr⁶, the estimate gives

$$
C_8\approx\tfrac32\times6.499\times(7.5+7.5)=146.2\ \text{hartree bohr}^8 .
$$

The reference values follow from the sums (2). The radial Hamiltonian for each $l$ is diagonalized in a finite basis of Laguerre polynomials times $r^{l+1}e^{-r}$, and the resulting discrete states take the place of the bound states and the continuum. To see why this is legitimate, consider for one multipole pair the functional

$$
J[\chi]=\langle\chi|H_A+H_B-E_0|\chi\rangle+2\langle\chi|V|00\rangle ,
$$

with real functions and $E_0$ the ground-state energy of the separated pair. Expand $\chi=\sum c_{nm}|nm\rangle$ in products of the discrete states. Each coefficient then contributes $c_{nm}^2(E_n+E_m)+2c_{nm}\langle nm|V|00\rangle$, whose minimum is $-|\langle nm|V|00\rangle|^2/(E_n+E_m)$. The finite sum is therefore the lowest value of $J$ within the basis, and enlarging the basis can only lower it towards the full second-order energy. The result is $C_6=6.499$ and

$$
C_8=124.4\ \text{hartree bohr}^8 .
$$

A second basis, of different size and exponent, reproduces both coefficients to within one part in $10^5$. The estimate is thus 17.5 percent too high relative to the sum over states.

For equal atoms $\Omega_{12}=\Omega_{21}$, and (4) shows that the ratio of the estimated to the full $C_8$ is $\Omega_{12}/\Omega_{11}$. The two mean energies follow from the coefficients:

$$
\Omega_{11}=\frac{6S_1^2}{C_6}=\frac{6}{6.499}=0.923,\qquad
\Omega_{12}=\frac{30S_1S_2}{C_8}=\frac{135}{124.4}=1.085
$$

hartree, with ratio $1.175$. The whole error is that a pair containing a quadrupole excitation costs more energy, on average, than a pair of dipole excitations. Part of this is visible in the thresholds: the lowest dipole excitation, 1s to 2p, takes 0.375 hartree, and the lowest quadrupole excitation, 1s to 3d, takes 0.444 hartree. The lowest pair energies are then 0.750 and 0.819 hartree, a ratio of only 1.09, so the distribution of strength above the thresholds matters too. The continuum takes part in it. Two bound excitations together cost less than 1 hartree, and a harmonic mean of 1.085 hartree is impossible unless some pairs lie higher.

The size of the error can be estimated without any sum over states, from the static polarizabilities

$$
\alpha_l=2\sum_n\frac{s_{l,n}}{E_{l,n}} .
$$

Let $\psi_1$ be the first-order change of the ground state under the perturbation $F$, so that $(H_0-E_0)\psi_1=-F\psi_0$, where $H_0$ and $E_0$ now belong to one atom. Then $\alpha_l=-2\langle\psi_0|F|\psi_1\rangle$. Try $\psi_1=-Fg(r)\psi_0$. For any function $\varphi$, the relation $\nabla\psi_0=-\hat r\psi_0$ gives

$$
(H_0-E_0)(\varphi\psi_0)=\psi_0\left(-\tfrac12\nabla^2\varphi+\frac{\partial\varphi}{\partial r}\right).
$$

Because $F$ is harmonic and of degree $l$ in $r$, inserting $\varphi=Fg$ turns the equation for $\psi_1$ into

$$
-\frac12\left(g''+\frac{2l+2}{r}g'\right)+g'+\frac lr\,g=1 .
$$

The function $g=r/(l+1)+1/l$ solves it: the bracket with its prefactor gives $-1/r$, and the remaining terms give $1/(l+1)+l/(l+1)+1/r=1+1/r$. Therefore

$$
\alpha_l=\frac{2}{2l+1}\left[\frac{\langle r^{2l+1}\rangle}{l+1}+\frac{\langle r^{2l}\rangle}{l}\right].
$$

With $\langle r^3\rangle=7.5$ and $\langle r^5\rangle=78.75$ this yields

$$
\alpha_1=\tfrac23(3.75+3)=4.5,\qquad \alpha_2=\tfrac25(26.25+11.25)=15 .
$$

Now place the whole strength of each multipole at one energy $e_l$, chosen so that both $S_l$ and $\alpha_l$ are kept. This requires $e_l=2S_l/\alpha_l$, so

$$
e_1=\frac{2}{4.5}=0.444,\qquad e_2=\frac{9}{15}=0.600
$$

hartree. The equality of $e_1$ with the 1s to 3d energy has no role here. In this one-pole model the ratio of mean pair energies is

$$
\frac{e_1+e_2}{2e_1}=\frac{1.0444}{0.8889}=1.175 ,
$$

which accounts for nearly all of the excess.

The agreement is closer than the model itself. Its coefficients are $C_6=6/0.8889=6.75$ and $C_8=135/1.0444=129.3$, each 3.9 percent above the sum over states. That they cannot lie below is a general property. With $x=1/E^A$ and $y=1/E^B$, each term of a pair sum contains $f(x,y)=xy/(x+y)$. The second derivatives of $f$ form the matrix

$$
-\frac{2}{(x+y)^3}\begin{pmatrix}y^2&-xy\\-xy&x^2\end{pmatrix},
$$

which has no positive eigenvalue, so $f$ is concave. The average of a concave function does not exceed its value at the average arguments, and the strength-weighted averages of $x$ and $y$ are $1/e^A_l$ and $1/e^B_{l'}$. Hence

$$
D_{ll'}\le\frac{S^A_lS^B_{l'}}{e^A_l+e^B_{l'}} .
$$

The inequality fixes the sign of the two errors but not their near equality, which is a numerical finding for hydrogen. Because of it, dividing the estimate by 1.175 gives 124.4 hartree bohr⁸, in agreement with the full sum to the digits shown. Such precision should not be expected of the correction for other atoms. Given both static polarizabilities and both strengths, the correction estimates only the error due to unequal mean energies, and the inequality above does not bound how far the ratio of the one-pole coefficients may deviate from the true ratio.

A harmonic oscillator shows how strongly the error depends on the spectrum. Bind each electron to its centre by the potential $\frac12\omega^2r^2$, and keep the same interaction between the atoms. Now $\nabla\psi_0=-\omega\mathbf r\,\psi_0$, and the step used above gives

$$
(H_0-E_0)(F\psi_0)=\omega r\frac{\partial F}{\partial r}\,\psi_0=l\omega F\psi_0 .
$$

Thus $F\psi_0$ is itself an excited state: the dipole excites the single energy $\omega$, and the quadrupole the single energy $2\omega$. For two oscillators of frequencies $\omega_A$ and $\omega_B$,

$$
\Omega_{11}=\omega_A+\omega_B,\quad \Omega_{21}=2\omega_A+\omega_B,\quad \Omega_{12}=\omega_A+2\omega_B .
$$

The ground-state density is a Gaussian with variance $\sigma^2=1/(2\omega)$ in each direction, so $\langle r^2\rangle=3\sigma^2=3/(2\omega)$ and $\langle r^4\rangle=15\sigma^4=15/(4\omega^2)$. Their ratio is $5/(2\omega)$, and (4) becomes

$$
\frac{C_8}{C_6}=\frac{15}{4}\left[\frac1{\omega_A}\frac{\omega_A+\omega_B}{2\omega_A+\omega_B}+\frac1{\omega_B}\frac{\omega_A+\omega_B}{\omega_A+2\omega_B}\right].
$$

For equal frequencies both energy factors are $2/3$, and the estimate is too high by half. At $\omega=1$ the coefficients are $C_6=6S_1^2/2=0.75$ and $C_8=30S_1S_2/3=3.75$, with $S_1=0.5$ and $S_2=0.75$, while the estimate gives $\frac32\times0.75\times5=5.625$. Hydrogen fares better because its quadrupole strength lies, on average, much less than twice as high as its dipole strength.

The opposite limit is a soft atom A beside a stiff atom B, $\omega_A\ll\omega_B$. The first energy factor tends to 1, since the excitation of B dominates the denominator whichever multipole of A is excited. The second tends to $1/2$, but it multiplies $1/\omega_B$, which is small beside $1/\omega_A$. In this limit the estimate becomes accurate. For oscillators, then, it is at its best when one partner is much more diffuse and more easily excited than the other.

For atoms with several electrons and a spherical ground state, the multipole operator is a sum over electrons, and closure brings in pairs:

$$
S_l=\frac{1}{2l+1}\left[\Big\langle\sum_ir_i^{2l}\Big\rangle+\Big\langle\sum_{i\ne j}r_i^lr_j^lP_l(\cos\theta_{ij})\Big\rangle\right],
$$

where $\theta_{ij}$ is the angle between $\mathbf r_i$ and $\mathbf r_j$. The pair terms express the correlation between electron positions, including that due to the Pauli principle. The estimate keeps the first sum alone. If the pair terms change $S_l$ by the factor $1+\eta_l$, the moment ratio of that atom should be multiplied by $(1+\eta_2)/(1+\eta_1)$. The pair terms therefore do no harm if they change both strengths in the same proportion, but nothing in the derivation ensures this. A factor $(1+\eta_2)/(1+\eta_1)$ above 1 offsets an excess that comes from the mean energies, and a factor below 1 adds to it. Neither this factor nor the mean energies are evaluated here for such atoms, so the 17.5 percent found for hydrogen is not an error bar for them.

What the error means for an energy depends on the distance. The $C_8$ term is a fraction $C_8/(C_6R^2)$ of the $C_6$ term. For hydrogen $C_8/C_6$ is $124.4/6.499=19.1$ bohr² from the full sum and 22.5 bohr² from the estimate. At $R=10$ bohr the second term thus adds 19 percent to the first, or 22.5 percent if estimated, and the sum of the two terms comes out about 3 percent too large. Leaving out $C_8$ altogether would make that sum 16 percent too small. These percentages refer to the sum of the two terms only. If an error of a few percent in that sum is acceptable, the moments suffice for hydrogen at this distance; if not, the quadrupole response has to be computed. The interaction energy itself is not given to that accuracy by the two terms, even at 10 bohr, because two effects that are not derived here are each larger than the error of the estimate. The $R^{-10}$ term, with $C_{10}\approx3286$ hartree bohr¹⁰, adds about 4 percent to the sum. Exchange, which comes from the overlap of the charge clouds, lowers the singlet and raises the triplet state of the pair by about $5\times10^{-7}$ hartree, some 7 percent of the sum. At shorter distances the error of the estimate weighs more, but there higher multipoles and the overlap of the charge clouds, both left out of these two terms, grow further in importance. The numerical output lists the coefficients, $\langle r^2\rangle$, $\langle r^4\rangle$, the polarizabilities and the mean energies used here.

## Calculated quantities

```
Two hydrogen atoms, Hartree atomic units
weight of dipole-dipole pairs          6
weight of dipole-quadrupole pairs      15
<r^2>                                  3.0000 bohr^2
<r^4>                                  22.5000 bohr^4
<r^4>/<r^2>                            7.5000 bohr^2
summed dipole strength S1              1.0000 bohr^2
summed quadrupole strength S2          4.5000 bohr^4
C6, sum over states                    6.4990 hartree bohr^6
C8, sum over states                    124.399 hartree bohr^8
C8, estimate                           146.228 hartree bohr^8
estimate / sum over states             1.1755
excess of the estimate                 17.5 percent
mean pair energy in C6, Omega6         0.9232 hartree
mean pair energy in C8, Omega8         1.0852 hartree
Omega8/Omega6                          1.1755
lowest dipole excitation               0.3750 hartree
lowest quadrupole excitation           0.4444 hartree
dipole polarizability alpha1           4.5000 bohr^3
quadrupole polarizability alpha2       15.0000 bohr^5
one-pole dipole energy e1              0.4444 hartree
one-pole quadrupole energy e2          0.6000 hartree
one-pole ratio (e1+e2)/(2 e1)          1.1750
C6, one-pole                           6.7500 hartree bohr^6
C8, one-pole                           129.255 hartree bohr^8
one-pole C6 / sum over states          1.0386
one-pole C8 / sum over states          1.0390
C8 estimate / one-pole ratio           124.449 hartree bohr^8
Two oscillators, unit mass, charge and frequency
oscillator <r^2>                       1.5000 bohr^2
oscillator <r^4>                       3.7500 bohr^4
oscillator C6, sum over states         0.7500 hartree bohr^6
oscillator C8, sum over states         3.7500 hartree bohr^8
oscillator C8, estimate                5.6250 hartree bohr^8
oscillator estimate / sum over states  1.5000
```
